# Strain in graphene: a valley-odd vector potential and its screening: a numerical check

```python
# RESULT UNDER TEST
# Honeycomb lattice, x along zigzag, valleys s=+1,-1 at s*(4 pi/(3 sqrt3 a),0):
# in-plane strain u enters each Dirac cone as q -> q + s*A, with
#   A = -(beta/(2a)) * (u_xx-u_yy, -2 u_xy),
# while the trace of u gives a scalar potential. The scalar is screened by
# eps(q); A induces no net charge to linear order in the massless cone limit.
# Symbols: a bond length, t hopping, beta = -dln(t)/dln(length), hv = 3ta/2,
# mu chemical potential, kF = mu/hv. Lattice tests use units a = t = 1.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import fsolve
from scipy.special import expit

BETA = 3.0
HV = 1.5
R3 = np.sqrt(3.0)
BONDS = np.array([[0, 1], [-R3/2, -0.5], [R3/2, -0.5]])
K_PLUS = np.array([4*np.pi/(3*R3), 0.0])


def gauge_vector(u):
    return -BETA/2*np.array([u[0, 0]-u[1, 1], -2*u[0, 1]])


def dirac_point(u, s):
    """Root of the off-diagonal Bloch element of the deformed lattice.
    Returns the laboratory wave vector and its offset from the zone corner."""
    deform = np.eye(2)+u
    vectors = BONDS @ deform.T
    hop = np.exp(-BETA*(np.linalg.norm(vectors, axis=1)-1))
    corner = np.linalg.solve(deform.T, s*K_PLUS)

    def equations(k):
        z = np.sum(hop*np.exp(1j*vectors @ k))
        return [z.real, z.imag]
    k = fsolve(equations, corner, xtol=1e-13)
    assert np.linalg.norm(equations(k)) < 1e-10
    return k, k-corner


# --- 1. Dirac-point shift and scalar energy for generic small strains
BETA2, T2 = 4.0, 0.1
second = np.array([BONDS[i]-BONDS[j] for i in range(3)
                   for j in range(3) if i != j])
size = 1e-4
worst_shift = 0.0
for shape in ([[1, 0], [0, 0]], [[0, 0], [0, 1]], [[0, 1], [1, 0]],
              [[0.7, -0.4], [-0.4, -0.5]]):
    u = size*np.array(shape, float)
    for s in (1, -1):
        k, shift = dirac_point(u, s)
        err = np.linalg.norm(shift+s*gauge_vector(u))/size
        worst_shift = max(worst_shift, err)
        moved = second @ (np.eye(2)+u).T
        hop2 = T2*np.exp(-BETA2*(np.linalg.norm(moved, axis=1)/R3-1))
        energy = -np.sum(hop2*np.cos(moved @ k))
        scalar = (energy-3*T2)/size
        assert abs(scalar+1.5*BETA2*T2*np.trace(u)/size) < 5e-3
assert worst_shift < 5e-3
# isotropic strain must not move the Dirac points
assert np.linalg.norm(dirac_point(size*np.eye(2), 1)[1]) < 1e-9

# --- 2. Pseudo-Landau levels of a ribbon with u_yy growing linearly in y
cells = 600
slope = 0.2/(1.5*cells)
y_cell = 1.5*(np.arange(cells)-cells/2)
off = np.empty(2*cells)
off[0::2] = 1-BETA*slope*(y_cell+0.5)          # vertical bonds
off[1::2] = 1-BETA*slope*(y_cell+1.25)/4       # slanted bonds
levels = eigh_tridiagonal(np.zeros(2*cells), off[:-1], eigvals_only=True)
positive = np.sort(levels)[cells:]
curl = BETA/2*slope
landau = HV*np.sqrt(2*curl*np.arange(1, 4))
assert positive[0] < 1e-3*landau[0]
assert np.allclose(positive[1:4], landau, rtol=0.03)


# --- 3. Static polarization of the Dirac cone (4 flavours, hv = 1)
def polarization(q, mu, temp):
    x, w = np.polynomial.legendre.leggauss(400)
    xt, wt = np.polynomial.legendre.leggauss(60)
    z = (xt+1)/2
    p = np.concatenate([x+1, 2/z])
    wp = np.concatenate([w, wt/2*2/z**2])*p
    phi = 2*np.pi*(np.arange(240)+0.5)/240
    px, py = np.outer(p, np.cos(phi)), np.outer(p, np.sin(phi))
    k1, k2 = np.hypot(px-q/2, py), np.hypot(px+q/2, py)
    cosine = (px**2-q**2/4+py**2)/(k1*k2)
    total = np.zeros_like(px)
    for b1 in (1, -1):
        for b2 in (1, -1):
            e1, e2 = b1*k1, b2*k2
            f1, f2 = expit((mu-e1)/temp), expit((mu-e2)/temp)
            close = abs(e1-e2) < 1e-7
            gap = np.where(close, 1.0, e1-e2)
            slope_f = np.where(close, -f1*(1-f1)/temp, (f1-f2)/gap)
            total -= slope_f*(1+b1*b2*cosine)/2
    return 4*np.sum(wp[:, None]*total)*(2*np.pi/240)/(2*np.pi)**2


pol_doped = [polarization(q, 1.0, 0.05) for q in (0.4, 0.8)]
pol_neutral = polarization(0.8, 0.0, 1e-5)
assert np.allclose(pol_doped, 2/np.pi, rtol=2e-3)
# looser: the integrand is discontinuous at the two cone tips
assert abs(pol_neutral/(0.8/4)-1) < 1e-2

# --- 4. Charge response of the full lattice to a bond-strain wave
N = 480
cell = np.array([BONDS[0]-BONDS[1], BONDS[0]-BONDS[2]])
recip = 2*np.pi*np.linalg.inv(cell).T
frac = (np.arange(N)+0.5)/N
grid = (frac[:, None, None]*recip[0]+frac[None, :, None]*recip[1]).reshape(-1, 2)
area = abs(np.linalg.det(cell))
cyclic = np.array([BONDS[2]-BONDS[1], BONDS[1]-BONDS[0], BONDS[0]-BONDS[2]])
in_plus = np.sum(np.sin(grid @ cyclic.T), axis=1) < 0


def bloch(k, mass):
    h = np.zeros((len(k), 2, 2), complex)
    h[:, 0, 1] = -np.exp(1j*k @ BONDS.T).sum(axis=1)
    h[:, 1, 0] = h[:, 0, 1].conj()
    h[:, 0, 0], h[:, 1, 1] = mass, -mass
    return np.linalg.eigh(h)


def lattice_response(q, u, mu, temp, mass=0.0, omega=0.0):
    """Density response per area and spin, split by valley (plus, minus):
    first to a scalar wave, second to a hopping wave of strain u.
    omega is an imaginary frequency."""
    e1, v1 = bloch(grid-q/2, mass)
    e2, v2 = bloch(grid+q/2, mass)
    stretch = np.einsum('ni,ij,nj->n', BONDS, u, BONDS)
    wave = np.zeros((len(grid), 2, 2), complex)
    wave[:, 0, 1] = BETA*np.exp(1j*grid @ BONDS.T) @ stretch
    wave[:, 1, 0] = wave[:, 0, 1].conj()
    overlap = v1.conj().transpose(0, 2, 1) @ v2
    element = v2.conj().transpose(0, 2, 1) @ wave @ v1
    f1, f2 = expit((mu-e1)/temp), expit((mu-e2)/temp)
    de = e1[:, :, None]-e2[:, None, :]
    df = f1[:, :, None]-f2[:, None, :]
    if omega == 0.0:
        close = abs(de) < 1e-9
        limit = (-f1*(1-f1)/temp)[:, :, None]
        factor = np.where(close, limit, df/np.where(close, 1.0, de))
    else:
        factor = df/(de+1j*omega)
    scalar = np.sum(factor*abs(overlap)**2, axis=(1, 2))
    bond = np.sum(factor*overlap*element.transpose(0, 2, 1), axis=(1, 2))
    norm = N*N*area
    return [np.array([r[in_plus].sum(), r[~in_plus].sum()])/norm
            for r in (scalar, bond)]


stretch_y = np.diag([0.0, 1.0])
a_wave = abs(gauge_vector(stretch_y)[0])
# neutral, massless: no charge at all
q_small = np.array([0.0, 0.004])
_, bond0 = lattice_response(q_small, stretch_y, 0.0, 0.002)
neutral_charge = abs(bond0.sum())
assert neutral_charge < 1e-8
# sublattice gap: valley Hall responses add
_, bond_m = lattice_response(q_small, stretch_y, 0.0, 0.002, mass=0.03)
hall_ratio = abs(bond_m.sum())/(q_small[1]*a_wave/(2*np.pi))
assert abs(hall_ratio-1) < 0.1   # finite gap over bandwidth
# doped: residue relative to a scalar wave of equal energy, order kF*a
residue = []
for mu in (0.2, 0.1):
    kf = mu/HV
    sc, bo = lattice_response(np.array([0.0, kf/2]), stretch_y, mu, 0.1*mu)
    residue.append(abs(bo.sum()/(HV*a_wave*sc.sum())))
    assert residue[-1] < 2*kf
assert residue[1] < 0.7*residue[0]
# imaginary frequency: each valley responds, the two cancel
mu = 0.1
q_dyn = np.array([mu/HV/2, 0.0])
omega = HV*q_dyn[0]
shear = np.diag([1.0, -1.0])
sc, bo = lattice_response(q_dyn, shear, mu, 0.1*mu, omega=omega)
expected = gauge_vector(shear)[0]*1j*omega/q_dyn[0]*sc
valley_ratio = bo/expected
# tolerance covers lattice corrections of order kF*a
assert abs(valley_ratio[0]-1) < 0.15 and abs(valley_ratio[1]+1) < 0.15
cancel = abs(bo.sum())/abs(bo[0])
assert cancel < 0.2

# --- 5. Worked example, energies in eV and lengths in nm
t, a, g, mu, u0, wavelength = 3.0, 0.14, 4.0, 0.2, 0.01, 50.0
hv = 1.5*t*a
velocity = hv*1e-9*const.e/const.hbar
q = 2*np.pi/wavelength
kf = mu/hv
assert q < 2*kf
a_amp = BETA/(2*a)*u0
field = const.hbar/const.e*1e18*q*a_amp
coulomb = const.e/(2*const.epsilon_0)*1e9/q
dos = 2*mu/(np.pi*hv**2)
eps_doped = 1+coulomb*dos
eps_neutral = 1+coulomb*q/(4*hv)
exact_shift = dirac_point(u0*stretch_y, 1)[1][0]/a

print("LATTICE TESTS (units a = t = 1, beta = 3)")
print(f"largest Dirac-shift error / strain size: {worst_shift:.1e}")
print(f"ribbon strain slope: {slope:.3e} per bond length")
for n in range(3):
    print(f"pseudo-Landau level {n+1}: ribbon {positive[n+1]:.5f} t,"
          f" formula {landau[n]:.5f} t")
print(f"doped polarization / (kF/hv), q=0.4 kF: {pol_doped[0]:.5f}")
print(f"doped polarization / (kF/hv), q=0.8 kF: {pol_doped[1]:.5f}")
print(f"formula 2/pi: {2/np.pi:.5f}")
print(f"neutral polarization * hv/q: {pol_neutral/0.8:.4f} (formula 0.25)")
print(f"neutral charge response to bond wave: {neutral_charge:.1e}")
print(f"gapped (0.03 t) charge / valley Hall formula: {hall_ratio:.4f}")
for m, r in zip((0.2, 0.1), residue):
    print(f"mu={m} t: gauge/scalar charge {r:.4f}, kF*a {m/HV:.4f}")
print("imaginary frequency hv*q, q = kF/2, mu = 0.1 t:")
for name, r in zip(("plus", "minus"), valley_ratio):
    print(f"valley {name}: response/continuity formula {r.real:+.4f}"
          f" {r.imag:+.4f}i")
print(f"sum of valleys / one valley: {cancel:.4f}")
print("WORKED EXAMPLE")
print(f"t = {t} eV, a = {a} nm, beta = {BETA}, g = {g} eV, mu = {mu} eV")
print(f"strain amplitude {u0}, wavelength {wavelength} nm")
print(f"hbar*v: {hv:.4f} eV nm")
print(f"v: {velocity:.3e} m/s")
print(f"q: {q:.4f} 1/nm")
print(f"kF: {kf:.4f} 1/nm")
print(f"vector potential amplitude: {a_amp:.4f} 1/nm")
print(f"uniform 1% u_yy, shift of K+ along x, linear: {-a_amp:.4f} 1/nm")
print(f"same shift, root search: {exact_shift:.4f} 1/nm")
print(f"gauge coupling hbar*v*|A|: {1e3*hv*a_amp:.2f} meV")
print(f"peak pseudomagnetic field: {field:.2f} T")
print(f"bare scalar amplitude: {1e3*g*u0:.2f} meV")
print(f"density of states at mu: {dos:.4f} 1/(eV nm^2)")
print(f"Coulomb factor e^2/(2 eps0 q): {coulomb:.2f} eV nm^2")
print(f"dielectric function, doped: {eps_doped:.2f}")
print(f"screened scalar, doped: {1e3*g*u0/eps_doped:.2f} meV")
print(f"dielectric function, neutral: {eps_neutral:.2f}")
print(f"screened scalar, neutral: {1e3*g*u0/eps_neutral:.2f} meV")
print("all assertions hold")
```

Printed output:

```
LATTICE TESTS (units a = t = 1, beta = 3)
largest Dirac-shift error / strain size: 6.8e-04
ribbon strain slope: 2.222e-04 per bond length
pseudo-Landau level 1: ribbon 0.03872 t, formula 0.03873 t
pseudo-Landau level 2: ribbon 0.05475 t, formula 0.05477 t
pseudo-Landau level 3: ribbon 0.06705 t, formula 0.06708 t
doped polarization / (kF/hv), q=0.4 kF: 0.63662
doped polarization / (kF/hv), q=0.8 kF: 0.63662
formula 2/pi: 0.63662
neutral polarization * hv/q: 0.2500 (formula 0.25)
neutral charge response to bond wave: 8.4e-18
gapped (0.03 t) charge / valley Hall formula: 0.9901
mu=0.2 t: gauge/scalar charge 0.1380, kF*a 0.1333
mu=0.1 t: gauge/scalar charge 0.0689, kF*a 0.0667
imaginary frequency hv*q, q = kF/2, mu = 0.1 t:
valley plus: response/continuity formula +0.9918 -0.0290i
valley minus: response/continuity formula -0.9918 -0.0290i
sum of valleys / one valley: 0.0066
WORKED EXAMPLE
t = 3.0 eV, a = 0.14 nm, beta = 3.0, g = 4.0 eV, mu = 0.2 eV
strain amplitude 0.01, wavelength 50.0 nm
hbar*v: 0.6300 eV nm
v: 9.571e+05 m/s
q: 0.1257 1/nm
kF: 0.3175 1/nm
vector potential amplitude: 0.1071 1/nm
uniform 1% u_yy, shift of K+ along x, linear: -0.1071 1/nm
same shift, root search: -0.1054 1/nm
gauge coupling hbar*v*|A|: 67.50 meV
peak pseudomagnetic field: 8.86 T
bare scalar amplitude: 40.00 meV
density of states at mu: 0.3208 1/(eV nm^2)
Coulomb factor e^2/(2 eps0 q): 72.00 eV nm^2
dielectric function, doped: 24.10
screened scalar, doped: 1.66 meV
dielectric function, neutral: 4.59
screened scalar, neutral: 8.71 meV
all assertions hold
```
